# Avrami kinetics: exponent four in bulk, three in thin films

An amorphous film 30 nm thick, held at a temperature where crystals nucleate at $10^{-10}$ nm$^{-3}$ s$^{-1}$ and grow at 0.1 nm/s, is half crystalline after 2810 s. A film 5000 nm thick, with the same two rates, needs 1608 s. If the crystalline fraction $X$ is described near its half-time by $1-\exp(-kt^n)$, the thick film gives $n=3.98$ and the thin one $n=3.01$. Nothing in the material has changed. Both differences follow from counting the nuclei that could have reached a given point.

## 1. Model and conventions

Nuclei appear at random in the amorphous phase at a steady rate $I$ per unit volume and time, independently of one another. Each starts with negligible radius and grows as a sphere at constant speed $G$. Where two grains meet, growth stops. At $t=0$ there are no crystals. $X(t)$ is the crystalline volume fraction of a sample large enough to hold many grains, so that it equals the probability that a randomly chosen point is crystalline at time $t$.

The difficulty is impingement: grains block one another, and crystallised regions no longer nucleate. The extended-volume argument first ignores both facts, then corrects for them in one step.

## 2. Two statements about impingement

Let nuclei appear everywhere at rate $I$, including inside existing crystals, and let all grains grow through one another. Nuclei born inside crystal are called phantoms. The region covered by this fictitious set of spheres is the same as the real crystalline region, for two reasons.

**Phantoms add nothing.** Suppose grain 1 was born at position $\mathbf x_1$ and time $t_1$, and a phantom is born inside it at $\mathbf y$ and time $t_2$. Being inside means $|\mathbf y-\mathbf x_1|\le G(t_2-t_1)$. A point $\mathbf p$ covered by the phantom at time $t$ satisfies $|\mathbf p-\mathbf y|\le G(t-t_2)$. By the triangle inequality,
$$|\mathbf p-\mathbf x_1|\le|\mathbf p-\mathbf y|+|\mathbf y-\mathbf x_1|\le G(t-t_2)+G(t_2-t_1)=G(t-t_1),$$
so grain 1 covers $\mathbf p$ as well.

**Blocking delays nothing.** Let grain 1 be the first whose free sphere reaches $\mathbf p$, and let $\mathbf q$ lie on the straight line from $\mathbf x_1$ to $\mathbf p$. If grain $j$ reached $\mathbf q$ earlier, then
$$t_j+\frac{|\mathbf q-\mathbf x_j|}{G}<t_1+\frac{|\mathbf q-\mathbf x_1|}{G}.$$
Add $|\mathbf p-\mathbf q|/G$ to both sides. The right side becomes $t_1+|\mathbf p-\mathbf x_1|/G$, because the three points are collinear. The left side is at least $t_j+|\mathbf p-\mathbf x_j|/G$, by the triangle inequality. Grain $j$ would then reach $\mathbf p$ first, a contradiction. The line is therefore free, and the real grain arrives on time.

Both proofs use the same speed for all grains at any one moment. The first statement fails if growth slows with the age of a grain, as when its radius is proportional to the square root of its age. A young phantom then outruns its old host. I simulated one such case, in units where the nucleation rate is 1 and radius$^2$ = age, with nucleation in a periodic cube of side 12 up to time 1.5. Of 1000 random points, 4 % were reached by a phantom before any real grain. It also fails for anisotropic grains of random orientation, since a phantom may grow quickly in a direction in which its host grows slowly.

## 3. From extended volume to real fraction

Define the extended fraction $X_e(t)$ as the summed volume of all the fictitious spheres, overlaps counted repeatedly, divided by the sample volume. It may exceed 1.

There is a second reading of $X_e$. A point $\mathbf p$ is covered at time $t$ by a nucleus born at time $t'$ if that nucleus lies within $G(t-t')$ of $\mathbf p$. These positions and birth times form a cone in space and time, the past cone of $\mathbf p$. The mean number of nuclei in it is $I$ times its space-time volume. This is also the mean number of spheres covering $\mathbf p$, which in a uniform bulk sample is $X_e$.

Between $t$ and $t+dt$ the past cone gains a thin outer layer that holds $dX_e$ nuclei on average. The point is newly transformed if the layer holds a nucleus and the old cone held none. The layer and the old cone do not overlap, so their contents are independent, and the probabilities multiply:
$$dX=(1-X)\,dX_e .$$
In terms of volume, a fraction $1-X$ of the added extended volume falls on untransformed material. Separating variables, with $X=0$ when $X_e=0$,
$$\int_0^X\frac{dX'}{1-X'}=X_e\quad\Rightarrow\quad-\ln(1-X)=X_e\quad\Rightarrow\quad X=1-e^{-X_e}.$$
This is the Poisson probability that the past cone is not empty.

## 4. Bulk: exponent four

A nucleus born at $t'$ has free volume $\tfrac{4\pi}{3}G^3(t-t')^3$ at time $t$. With the age $s=t-t'$,
$$X_e=I\int_0^t\frac{4\pi}{3}G^3s^3\,ds=\frac{4\pi}{3}IG^3\,\frac{t^4}{4}=\frac{\pi}{3}IG^3t^4 .$$
Hence
$$X=1-e^{-kt^4},\qquad k=\frac{\pi IG^3}{3}.$$
Three powers of $t$ come from growth in three directions and one from the steady supply of nuclei. If instead $N$ nuclei per volume are all present at $t=0$ and no more appear, $X_e=\tfrac{4\pi}{3}NG^3t^3$ and the exponent is 3. An exponent by itself does not identify the mechanism.

For the rates above, $k=\tfrac{\pi}{3}(10^{-10})(10^{-3})=1.047\times10^{-13}$ s$^{-4}$. Setting $kt^4=\ln2$ gives a half-time of $(\ln2/k)^{1/4}=1604$ s.

## 5. Film of any thickness

Now let the material fill $0<z<h$, with walls that stop growth but do not nucleate crystals. Straight lines between points of the film stay in the film, so the proofs of Section 2 still hold. The past cone, however, is cut off by the walls, by an amount that depends on the depth $z$ of the point.

Let $R=Gt$. Take the part of the film on one side of the point, where the wall is at distance $a$. At age $s$ the cone's cross-section at height $u$ from the point is a disc of area $\pi(G^2s^2-u^2)$, present if $u<Gs$. Integrating over age first, from $s=u/G$ to $t$,
$$\int_{u/G}^{t}(G^2s^2-u^2)\,ds=\frac{G^2t^3}{3}-u^2t-\frac{u^3}{3G}+\frac{u^3}{G}=\frac1G\left(\frac{R^3}{3}-Ru^2+\frac{2u^3}{3}\right).$$
The height runs from 0 to $m=\min(a,R)$, which gives $w(a)/G$ with
$$w(a)=\frac{R^3m}{3}-\frac{Rm^3}{3}+\frac{m^4}{6}.$$
The two sides have $a=z$ and $a=h-z$. The mean number of nuclei in the truncated cone is
$$\Omega(z,t)=\frac{\pi I}{G}\,[\,w(z)+w(h-z)\,],$$
and the film's fraction is the average over depth,
$$X(t)=1-\frac1h\int_0^h e^{-\Omega(z,t)}\,dz. \tag{1}$$
Far from both walls $m=R$ on each side, $w=R^4/6$, and $\Omega=\pi IR^4/(3G)=kt^4$, the bulk result.

Equation (1) is not a single power law in the exponent. A local exponent is defined by
$$n(t)=\frac{d\ln[-\ln(1-X)]}{d\ln t},$$
the slope of the usual Avrami plot.

**Early times, $R\ll h$.** While $\Omega$ is small, $-\ln(1-X)\approx\langle\Omega\rangle$, where the brackets denote the depth average. For $R\le h$, each side contributes
$$\int_0^h w\,da=\int_0^R\left(\frac{R^3a}{3}-\frac{Ra^3}{3}+\frac{a^4}{6}\right)da+(h-R)\frac{R^4}{6}=\frac{7R^5}{60}+\frac{hR^4}{6}-\frac{R^5}{6}=\frac{hR^4}{6}-\frac{R^5}{20}.$$
Twice this, divided by $h$, gives
$$\langle\Omega\rangle=\frac{\pi I}{G}\frac{R^4}{3}\left(1-\frac{3R}{10h}\right),\qquad n\approx4-\frac{3R}{10h}.$$
In this model even a thin film starts with exponent 4, because most of its first grains have not yet met a wall. In the 30 nm film at 6 s, $R=0.6$ nm and $n=3.994$, but hardly anything has crystallised. A real film need not show this start, since it requires nuclei much smaller than $R$. While $R$ is still much smaller than the starting radius, grains hardly change size and the exponent is close to 1.

**Thin film, $R\gg h$.** Now $m=a$ everywhere, and
$$\langle\Omega\rangle=\frac{\pi I}{G}\,\frac2h\left(\frac{R^3h^2}{6}-\frac{Rh^4}{12}+\frac{h^5}{30}\right)=\frac{\pi I}{G}\frac{hR^3}{3}\left(1-\frac{h^2}{2R^2}+\frac{h^3}{5R^3}\right).$$
The relative variation of $\Omega$ with depth is of order $h^2/R^2$. Its variance, which is what distinguishes $-\ln\langle e^{-\Omega}\rangle$ from $\langle\Omega\rangle$ at the next order, is therefore of order $h^4/R^4$ when $\Omega$ is of order 1. To leading order,
$$X=1-e^{-k_ft^3},\qquad k_f=\frac{\pi IhG^2}{3}, \tag{2}$$
and the first correction gives $n\approx3+h^2/R^2$. Equation (2) also follows from discs of area $\pi G^2s^2$ nucleating at the areal rate $Ih$. One direction of growth has been used up, so one power of $t$ is lost. If all nuclei exist at the start, with $N_0$ per area, the same discs give $X_e=\pi N_0G^2t^2$ and exponent 2.

## 6. Worked example

The temperature is taken as 410 K and the thickness as $h=30$ nm. From (2),
$$k_f=\frac{\pi}{3}(10^{-10})(30)(0.1)^2=3.142\times10^{-11}\ \text{s}^{-3},\qquad t_{1/2}=\left(\frac{\ln2}{k_f}\right)^{1/3}=2805\ \text{s}.$$
The full law (1), averaged over depth by Gauss–Legendre quadrature and solved for $X=1/2$ by root finding, gives 2810 s, or 46.8 min. The small excess is the wall correction: at this time $R=281$ nm, and the factor $1-h^2/2R^2$ lengthens the time by the fraction $h^2/6R^2\approx0.2$ %. The exponent correction is $(30/281)^2=0.011$, in agreement with the slope 3.011 obtained by differentiating (1) numerically.

Equation (1) gives these fractions:

| Time (s) | $X$ |
|---|---|
| 1000 | 0.030 |
| 2000 | 0.220 |
| 3000 | 0.570 |
| 4000 | 0.865 |
| 5000 | 0.980 |

Two entries suffice to recover the exponent. At 2000 s, $-\ln(1-0.220)=0.248$; at 4000 s, $-\ln(1-0.865)=2.00$. Their ratio is 8.06, and $\ln8.06/\ln2=3.01$.

The final grain density follows from the nuclei born in material that is still amorphous. With $u=k_ft^3$,
$$\int_0^\infty Ih\,e^{-k_ft^3}dt=\frac{Ih}{3k_f^{1/3}}\int_0^\infty u^{-2/3}e^{-u}du=Ih\,\Gamma(\tfrac43)\,k_f^{-1/3}.$$
Here $Ih=3.0\times10^{-3}$ µm$^{-2}$ s$^{-1}$, $\Gamma(4/3)=0.893$ and $k_f^{-1/3}=3169$ s, so the density is 8.49 µm$^{-2}$. The corresponding spacing, one over the square root of the density, is 343 nm. It is over ten times the thickness, which is why the thin-film law applies.

With $I$ and $G$ held fixed, equation (1) gives for other thicknesses:

| $h$ (nm) | Half-time (s) | $n$ at half-time |
|---|---|---|
| 30 | 2810 | 3.01 |
| 100 | 1949 | 3.20 |
| 200 | 1733 | 3.63 |
| 1000 | 1626 | 3.92 |
| 5000 | 1608 | 3.98 |

In this model thin films are slower because the walls remove part of the past cone, and with it possible nuclei. Walls that themselves nucleate crystals fast enough can reverse this trend. At 200 nm the grain reach $Gt=173$ nm is close to the thickness, and neither power law is adequate. A non-integer exponent there is a matter of geometry and needs no new mechanism.

## 7. Effects left out, and their size

Each effect below is added alone to the 30 nm film. Temperature is treated with the full law (1), the other effects in the thin limit, where the half-time is 2805 s. The half-times that have no closed form come from numerical root finding.

**Quenched-in nuclei.** If $N_0$ randomly placed nuclei per area exist at $t=0$, the mean numbers of covering discs add:
$$X_e=\pi N_0G^2t^2+k_ft^3 .$$
For $N_0=1$ µm$^{-2}$ the half-time falls to 2508 s and the local exponent there to 2.71.

**Interface nucleation.** Nuclei formed on a wall at a steady areal rate add that rate to $Ih$, since in the thin limit the depth of birth does not matter. An interface as productive as the film's interior doubles $k_f$ and divides the half-time by $2^{1/3}$, giving 2226 s. The exponent stays 3, so the slope of an Avrami plot cannot reveal this contribution. The intercept shifts by $\ln2$, but a doubled $I$ in the interior would shift it equally.

**Delayed nucleation.** Let the rate rise as $I(1-e^{-t/\tau})$. Since $\pi IhG^2=3k_f$,
$$X_e=3k_f\int_0^t(1-e^{-b/\tau})(t-b)^2\,db .$$
Integrating the exponential part by parts twice,
$$\int_0^te^{-b/\tau}(t-b)^2db=\tau t^2-2\tau\int_0^te^{-b/\tau}(t-b)\,db=\tau t^2-2\tau^2t+2\tau^3(1-e^{-t/\tau}),$$
so that
$$X_e=3k_f\left[\frac{t^3}{3}-\tau t^2+2\tau^2t-2\tau^3(1-e^{-t/\tau})\right].$$
With $\tau=300$ s the half-time is 3075 s and the exponent 3.26. Delay raises the exponent and quenched-in nuclei lower it, so the two can mask each other.

**Finite starting radius.** If grains start at radius $r_0$, phantoms born near a grain's edge protrude, and the proof of Section 2 fails. The true half-time can still be bracketed. Ignoring $r_0$ gives the latest value, 2805 s: every suppressed nucleus has its centre in an existing grain, which covers all that a point-like nucleus there could reach. Including $r_0$ and all phantoms gives the earliest, from
$$X_e=\pi Ih\int_0^t(r_0+Gs)^2ds=\frac{\pi Ih}{3G}\left[(r_0+Gt)^3-r_0^3\right].$$
For $r_0=1.5$ nm this is 2790 s. The effect is at most about 0.5 %, provided a grain grows at the full speed $G$ from birth. A real nucleus near its critical radius $r^*$ grows more slowly, roughly as $G(1-r^*/r)$. This delays it by a time of order $(r^*/G)\ln[R/(r_0-r^*)]$. For $r^*=1.5$ nm and $r_0$ between $1.1\,r^*$ and $2\,r^*$, the half-time is lengthened by a few per cent and lies outside the bracket.

**Temperature.** Take Arrhenius rates with activation energies $E_I=2.8$ eV for nucleation and $E_G=2.4$ eV for growth. Since $t_{1/2}\propto(IG^2)^{-1/3}$, the half-time has activation energy
$$E=\frac{E_I+2E_G}{3}=2.53\ \text{eV}.$$
Solving (1) with rescaled rates gives 1185 s at 415 K: an error of 5 K outweighs every correction above at the sizes chosen there. Those sizes are illustrative: walls nucleating at a little over ten times the areal rate $Ih$ would shorten the half-time as much. At 358 K the half-time is $9.36\times10^7$ s, or 3.0 years. This extrapolation assumes that both rates keep their Arrhenius form down to 358 K, and even then it is fragile. The half-time grows by $\ln(9.36\times10^7/2810)=10.4$ in logarithm, or 4.1 per eV of activation energy, so an error of 0.1 eV in $E$ changes the answer by a factor of about 1.5.

## 8. Use for real films and cells

The inputs are rough, round values in the regime of Ge$_2$Sb$_2$Te$_5$, a common phase-change memory material, annealed slowly well below melting. Its nucleation rate and growth speed depend on how the film was deposited or quenched and on its capping layers, so they should be measured on the film in question. They should not be carried over to nanosecond switching, which takes place at much higher temperatures. The low-temperature Arrhenius laws cannot hold all the way up to melting, because the driving force for crystallisation vanishes there.

A small memory cell breaks the assumption of many grains. An isolated cell of $100\times100\times30$ nm$^3$, with walls that do not nucleate, receives on average, phantoms included,
$$10^{-10}\times3\times10^5\times2810=0.084$$
nuclei by the film's half-time. The probability of none is $e^{-0.084}=0.919$. In a simulation of 4000 such cells, with nuclei placed at random and the crystalline fraction sampled at random points, the mean fraction at 2810 s was 0.07, where the film law gives 0.50. A typical cell is still fully amorphous, and a few are largely crystalline.

If the same amorphous volume is instead surrounded by crystal on its four sides, no nucleation is needed. The rim grows inward over 50 nm at 0.1 nm/s and fills the cell in at most 500 s. Depending on the surroundings, the film law thus errs in either direction, and the half-time of 3.0 years at 358 K applies to a continuous film, not to a cell.

For implementation, equation (1) covers thin, thick and intermediate films within the model's assumptions, and costs one short quadrature. At small $X$, form the average of $1-e^{-\Omega}$ directly with a function such as `expm1`, since subtracting two numbers close to 1 loses the digits on which $n(t)$ depends. Near the half-time, the cubic law (2) serves if the predicted grain spacing is many times $h$, and the quartic law if $h$ is many times the grain spacing. Both fail in the tails. The cubic law needs $Gt\gg h$ at the time in question: in the 30 nm film it overestimates $X$ by about 30 % at $X=10^{-3}$ and by a factor of 2 at $X=10^{-4}$. The quartic law misses the amorphous remnant at the walls, where $\Omega$ is about half the bulk value: when it gives $1-X=10^{-4}$, equation (1) gives about 2.3 times more for a 5000 nm film. In these ranges use (1).
